\section*{Coupled Subband Boltzmann Equations for a Metal Film with Gaussian Roughness}

\section{Form of the answer}

Consider electrons of mass $m_e$ in a film of thickness $d$, scattered by its rough surfaces alone. The walls have rms roughness $\Delta$ and correlation length $\xi$. A wall displacement changes the energy by an amount proportional to $\hbar^2/m_e$. The golden rule squares this and multiplies it by a density of states proportional to $m_e/\hbar^2$ and by $1/\hbar$, so every rate is $\hbar/m_e$ times an inverse length squared. Velocities are $\hbar/m_e$ times a wavevector, and $\hbar/m_e$ cancels from every transport length. To leading order the rates are proportional to $\Delta^2$, so the sheet conductance has the form
\begin{equation}
G=\frac{e^2}{h}\,\frac{d^2}{\Delta^2}\,F(k_Fd,\,k_F\xi),
\label{scaling}
\end{equation}
with $k_F$ the Fermi wavevector. Rotational symmetry fixes the angular dependence: in a field along $x$, the response at in-plane angle $\theta$ is a length times $\cos\theta$. The unknowns are one transport length $\lambda_n$ per subband, and $F$ follows from a finite linear system.

\section{Scattering by a displaced wall}

The band is parabolic and isotropic, and the walls are hard. Subband $n$ is open at the Fermi energy when
\begin{equation}
k_n^2=k_F^2-(n\pi/d)^2>0,\qquad n=1,\dots,N .
\end{equation}

To find the matrix element, put a barrier of finite height $V_0$ at $z=d$. Inside, $\phi=a\sin(qz)$; outside, $\phi$ decays as $e^{-\kappa(z-d)}$, with $q^2+\kappa^2=2m_eV_0/\hbar^2$. Matching value and slope gives $q\cos qd=-\kappa\sin qd$, hence
\begin{equation}
\sin^2 qd=\frac{q^2}{q^2+\kappa^2}=\frac{\hbar^2q^2}{2m_eV_0}.
\end{equation}
The normalization integral divided by $a^2$ is
\begin{align}
\frac d2-\frac{\sin qd\cos qd}{2q}+\frac{\sin^2qd}{2\kappa}
&=\frac d2+\sin^2qd\,\frac{\kappa^2+q^2}{2q^2\kappa}\nonumber\\
&=\frac12\left(d+\frac1\kappa\right),
\end{align}
so $a^2=2/(d+1/\kappa)$. Moving the wall outward by $h$ removes $V_0$ from a layer of thickness $h$. For $\kappa h\ll1$ the matrix element is $-V_0\phi_n(d)\phi_m(d)h$, with magnitude $a_na_m\hbar^2q_nq_mh/2m_e$. Letting $V_0\to\infty$ afterwards gives, per unit displacement,
\begin{equation}
|M_{nm}|=\frac{\hbar^2\pi^2nm}{m_ed^3}.
\label{element}
\end{equation}
For $n=m$ this equals $|dE_n/dd|$ with $E_n=\hbar^2\pi^2n^2/2m_ed^2$, as it must. The other wall has the same magnitude by reflection.

Each wall has height correlation $\Delta^2e^{-r^2/\xi^2}$. At this order the rates depend on the heights through this correlation alone, so no distribution of heights need be assumed. Completing the square in its Fourier integral gives
\begin{equation}
S(q)=\pi\Delta^2\xi^2e^{-q^2\xi^2/4}.
\end{equation}
The walls are uncorrelated with each other, so their rates add and supply a factor of two. Let $\varphi$ be the angle between initial and final in-plane wavevectors. The $j$th angular harmonic of the rate from $n$ to $m$ is
\begin{align}
\Gamma^j_{nm}
&=\frac{2\pi}{\hbar}\int\!\frac{d^2k'}{(2\pi)^2}\,2M_{nm}^2S\cos(j\varphi)\,\delta(E-E')\nonumber\\
&=\frac{m_e}{\hbar^3}\,2M_{nm}^2\langle S\cos j\varphi\rangle_\varphi
\equiv\frac{\hbar}{m_e}w^j_{nm}.
\end{align}
The second line uses $\int k'dk'\,\delta(E-E')=m_e/\hbar^2$, the same for every open subband. On the energy shell $q^2=k_n^2+k_m^2-2k_nk_m\cos\varphi$. The average of $e^{x\cos\varphi}\cos j\varphi$ is the modified Bessel function $I_j(x)$, so
\begin{equation}
w^j_{nm}=\frac{2\pi^5\Delta^2\xi^2n^2m^2}{d^6}
e^{-(k_n^2+k_m^2)\xi^2/4}
I_j\!\left(\frac{k_nk_m\xi^2}{2}\right).
\label{rates}
\end{equation}
This is symmetric in $n$ and $m$. Because the subbands have equal densities of states, the symmetry is detailed balance at fixed energy.

\section{The linear system}

Write $f=f_0+(-\partial f_0/\partial E)\chi$. For elastic scattering with symmetric rates the Pauli factors reduce to $f-f'$. With electron charge $-e$ and field $\mathcal E$ along $x$, the linearized Boltzmann equation says that the sum of rates times $(\chi-\chi')$ equals $-e\mathcal E v_n\cos\theta$. Insert $\chi_n=-e\mathcal E\lambda_n\cos\theta$. Averaging $\cos(\theta+\varphi)$ over scattering even in $\varphi$ leaves $\cos\theta\,\langle\cos\varphi\rangle$. After division by $\hbar/m_e$,
\begin{equation}
\sum_mA_{nm}\lambda_m=k_n,\qquad
A_{nm}=\delta_{nm}D_n-w^1_{nm},\qquad
D_n=\sum_lw^0_{nl}+\frac{k_F}{\ell}.
\label{system}
\end{equation}
The term $k_F/\ell$ represents bulk scattering that relaxes the current at the uniform rate $v_F/\ell$; surface-only results have $\ell=\infty$. The current, including spin, is
\begin{equation}
\frac{J}{\mathcal E}=e^2\sum_n2\,\frac{m_e}{2\pi\hbar^2}\,\frac12v_n\lambda_n
=\frac{e^2}{h}\sum_nk_n\lambda_n=G,
\label{conductance}
\end{equation}
where $1/2$ is the average of $\cos^2\theta$. The resistivity is $\rho=d/G$.

The algorithm is to count the open subbands, form $w^0$ and $w^1$, solve \eqref{system} at a cost of order $N^3$, and evaluate \eqref{conductance}. With $x=k_nk_m\xi^2/2$, the last two factors of \eqref{rates} should be computed as $e^{-(k_n-k_m)^2\xi^2/4}[e^{-x}I_j(x)]$, the bracket being one scaled function. This avoids multiplying an overflow by an underflow.

\section{Conservation and positivity}

For harmonic $j$ the surface collision matrix is $C^j_{nm}=\delta_{nm}\sum_lw^0_{nl}-w^j_{nm}$. For $j=0$, symmetry gives
\begin{equation}
c^{T}C^0c=\frac12\sum_{nm}w^0_{nm}(c_n-c_m)^2\ge0.
\end{equation}
Since all $w^0_{nm}$ are positive, this vanishes only for equal $c_n$. That single zero mode is particle conservation.

For $j\ge1$, $I_j$ is positive for $x>0$ and smaller than $I_0$, because $\cos j\varphi<1$ except at isolated angles. Every diagonal element of $C^j$ then exceeds the summed magnitudes of the other elements in its row, and by Gershgorin's theorem all eigenvalues are positive.

The transport lengths are positive too. Rewrite \eqref{system} as
\begin{equation}
\lambda_n=\frac{k_n}{D_n}+\sum_m\frac{w^1_{nm}}{D_n}\lambda_m.
\label{iteration}
\end{equation}
The matrix $w^1_{nm}/D_n$ has positive entries and row sums below one. Its iteration series converges with positive terms, so $\lambda_n>k_n/D_n$. Dropping in-scattering, the second term, therefore overestimates the resistivity in this model.

Two tests examine the reduction. With the parameters of the worked example, the golden-rule integral was evaluated separately in each direction, a narrow Gaussian replacing the delta function. It gave $1.7116\times10^{-4}\ \mathrm{fs^{-1}}$ for both $4\to9$ and $9\to4$; equation \eqref{rates} gives $1.7117\times10^{-4}\ \mathrm{fs^{-1}}$. The second test used $d=1.5$ nm and $\xi=1.0$ nm, with the example's $k_F$ and $\Delta$. A collision matrix over 768 subband-and-angle states was treated without separating harmonics. Its spectrum agreed with that of the blocks $C^j$ to $2.4\times10^{-13}$ of the largest eigenvalue, and its driven solution agreed to $4.6\times10^{-15}$ of the largest transport length.

\section{Numerical error}

Let $\hat\lambda$ be a computed solution, $r=k-A\hat\lambda$ its residual, and $a_{\min}$, $a_{\max}$ the extreme eigenvalues of $A$. Since $\lambda-\hat\lambda=A^{-1}r$ and $\|k\|\le a_{\max}\|\lambda\|$,
\begin{equation}
\frac{\|\lambda-\hat\lambda\|}{\|\lambda\|}
\le\frac{a_{\max}}{a_{\min}}\frac{\|r\|}{\|k\|}.
\end{equation}
In the surface-only example the condition number is 1655 and the largest residual component is $2.4\times10^{-14}$ of the largest $k_n$. Euclidean norms cost at most a factor $\sqrt{21}$, so the bound is $\sqrt{21}\times1655\times2.4\times10^{-14}\approx1.8\times10^{-10}$.

Forming the matrix also loses digits, because $w^0_{nn}-w^1_{nn}$ is a small difference at large $k_n\xi$. The weight $e^{x\cos\varphi}$ is then nearly Gaussian with $\langle\varphi^2\rangle=1/x$, and
\begin{equation}
1-\frac{I_1(x)}{I_0(x)}\simeq\frac{\langle\varphi^2\rangle}{2}=\frac1{2x}=\frac1{k_n^2\xi^2}.
\end{equation}
For $k_1=13.54\ \mathrm{nm^{-1}}$ and $\xi=2$ nm this is $1.4\times10^{-3}$, a loss of about three digits.

\section{Two limits}

\subsection{White noise}

Let $\xi\to0$ with $\Delta\xi$ fixed. Then $w^1\to0$, $w^0_{nm}\to\bar w_{nm}=2\pi^5\Delta^2\xi^2n^2m^2/d^6$, and the equations decouple:
\begin{equation}
\bar\lambda_n=\frac{k_nd^6}{2\pi^5\Delta^2\xi^2n^2\sum_{m=1}^Nm^2}.
\label{white}
\end{equation}
For the approach to this limit, use $I_0=1+O(x^2)$ and $I_1=x/2+O(x^3)$:
\begin{align}
w^0_{nm}&\simeq\bar w_{nm}\bigl[1-(k_n^2+k_m^2)\xi^2/4\bigr],\nonumber\\
w^1_{nm}&\simeq\bar w_{nm}k_nk_m\xi^2/4.
\end{align}
From $G\propto k^TA^{-1}k$ follows $\delta G\propto-\bar\lambda^T\delta A\,\bar\lambda$. Hence $G/G_{\rm white}=1+c\xi^2+\dots$ with
\begin{equation}
c=\frac{\sum_{nm}\bar w_{nm}\left[\bar\lambda_n^2(k_n^2+k_m^2)
+\bar\lambda_n\bar\lambda_mk_nk_m\right]}{4\sum_nk_n\bar\lambda_n}>0.
\end{equation}
For the example's film at fixed $\Delta\xi=0.06\ \mathrm{nm^2}$, $c=65.36\ \mathrm{nm^{-2}}$. The full system gives relative excesses of $1.0461\times10^{-3}$ at $\xi=0.004$ nm and $2.6148\times10^{-4}$ at $0.002$ nm; divided by $\xi^2$ they are 65.38 and $65.37\ \mathrm{nm^{-2}}$. The expansion needs $\xi\ll c^{-1/2}\approx0.12$ nm. This tests the equations, not a physical surface, since $\Delta$ would be 30 nm at the smaller $\xi$.

\subsection{Thick film, long correlation}

Let the subbands be dense, with $k_z=n\pi/d$ and $\sum_m\to(d/\pi)\int dk_z'$. An electron hits a wall at intervals $m_ed/\hbar k_z$. Since $w^0_{nm}=2k_z^2k_z'^2\langle S\rangle_\varphi/d^2$, its scattering probability per hit is
\begin{align}
Q&=\frac d{k_z}\sum_mw^0_{nm}
=\frac{2k_z}{\pi}\int dk_z'\,k_z'^2\langle S\rangle_\varphi\nonumber\\
&=\frac{k_z}{\pi^2}\int d^2k'\,k_z'S(|\mathbf k-\mathbf k'|)\simeq4k_z^2\Delta^2 .
\label{loss}
\end{align}
The second line uses $k_z'|dk_z'|=k'dk'$, then $k_z'\simeq k_z$ for long $\xi$ and $\int d^2q\,S=4\pi^2\Delta^2$. Since $k_z'$ differs from $k_z$ by about $k/(k_z\xi)$, this requires $\xi\gg k/k_z^2$ and fails at grazing incidence. Replacing the sum by an integral also requires the spacing of the $k_n$, about $\pi k_z/(kd)$, to be small against $1/\xi$. The film must therefore be thick enough that $d\gg\pi k_z\xi/k$.

A locally flat wall gives the same result to order $\Delta^2$. The reflected amplitude carries the phase $2k_zh$, and for heights of zero mean $\langle e^{2ik_zh}\rangle=1-2k_z^2\Delta^2+\dots$, so the loss is $1-|\langle e^{2ik_zh}\rangle|^2=4k_z^2\Delta^2+\dots$. The higher terms depend on the distribution of heights. If it is Gaussian, a further assumption, the loss is $1-e^{-4k_z^2\Delta^2}$. For $d=200$ nm, $\xi=6$ nm, $\Delta=0.001$ nm and $n=432$, the subband sum is $1.836\times10^{-4}$ and the Gaussian phase average $1.842\times10^{-4}$. At so small a $\Delta$ this tests the leading order only.

\section{Worked example}

Take $E_F=7$ eV with the free-electron mass, $d=5$ nm, $\Delta=0.03$ nm, $\xi=2$ nm and $\ell=40$ nm. Then $k_F=13.555\ \mathrm{nm^{-1}}$, $k_Fd/\pi=21.6$ and $N=21$. Without bulk scattering the lengths are as follows; the digits serve to check a solver and exceed the physical accuracy of the model:
\begin{center}
\begin{tabular}{rrrr}
$n$ & $k_n$ (nm$^{-1}$) & $\lambda_n$ (nm) & $k_n/D_n$ (nm)\\
1 & 13.54 & 35617 & 26999\\
5 & 13.19 & 8887 & 669\\
10 & 12.01 & 7129 & 70.4\\
21 & 3.10 & 1089 & 1.22
\end{tabular}
\end{center}
By \eqref{iteration}, nearly all of $\lambda_{21}$ comes from in-scattering. Most of this is the term $m=n$: scattering within subband 21 is mainly through small angles, and each event removes on average only 2.6\% of the current. These events are so frequent that they still supply about two thirds of the net rate $D_{21}-w^1_{21,21}$. Moving that term to the left-hand side and solving for $\lambda_{21}$ leaves 30.5 nm from the field and 1058.3 nm from the transport lengths of the other subbands. The sum $\sum k_n\lambda_n=2.056\times10^6$ gives
\[
\rho_s=\frac{5\ \mathrm{nm}\times25813\ \Omega}{2.056\times10^6}
=0.063\ \Omega\,\mathrm{nm}=0.0063\ \mu\Omega\,\mathrm{cm}.
\]
Without in-scattering it would be $0.025\ \mu\Omega\,$cm. The white-noise formula gives $21\ \mu\Omega\,$cm; it does not apply at $k_F\xi=27$.

Bulk scattering alone gives $1.714$, and the coupled solution $1.723\ \mu\Omega\,$cm, so the surfaces add $0.009\ \mu\Omega\,$cm. The total exceeds the sum of the separate resistivities, $1.721$. By the Cauchy--Schwarz inequality, $1/G$ is proportional to the minimum of $\lambda^TA\lambda/(k^T\lambda)^2$, and the minimum of a sum is at least the sum of the minima.

\section{Range of validity}

The Fermi energy and mean free path are round values in the rough range of a good interconnect metal at room temperature. The thickness is chosen to leave a modest number of subbands. The roughness is far below typical: real films have, roughly, a few tenths of a nanometre or more. At $\Delta=0.2$ nm, $4k_z^2\Delta^2$ is 27.9 in the top subband and first-order theory fails.

Even at $\Delta=0.03$ nm the computed loss per hit reaches 0.965 in the top subband, which is not small. The thick-film formula $4k_z^2\Delta^2$ gives 0.627 there; the sum over subbands is larger because the $k_n$ are widely spaced near the top, so the continuum replacement is poor. To gauge the effect, let $a_n=4(n\pi/d)^2\Delta^2$ and $s_n=(1-e^{-a_n})/a_n$, the saturation factor for Gaussian heights, and multiply each rate between $n$ and $m$ by the geometric mean $\sqrt{s_ns_m}$. This interpolation keeps detailed balance but is not derived. The total falls from $1.723$ to $1.721\ \mu\Omega\,$cm. The change looks small because bulk scattering dominates the total; it is about a fifth of the $0.009$ that the surfaces add. In the top subband the free path $k_n/D_n=1.22$ nm is also shorter than $\xi$, whereas the golden rule assumes independent scattering events. The surface term is therefore uncertain by at least the order of this change. It depends far more on the assumed correlation, because at $k_F\xi=27$ the Gaussian spectrum suppresses large-angle scattering exponentially. With the same $\Delta$ and $\xi$, an exponential correlation $\Delta^2e^{-r/\xi}$, for which $S=2\pi\Delta^2\xi^2(1+q^2\xi^2)^{-3/2}$, raises the surface term from $0.009$ to $0.047\ \mu\Omega\,$cm. Keeping the Gaussian form, $\xi=1$ nm gives $0.034$ and $\xi=0.5$ nm gives $0.11\ \mu\Omega\,$cm. The small value of the example is not a general estimate for real surfaces.

The hard walls matter more for the total. They leave the film's electron density 3.5\% below the bulk value. Raising the Fermi energy to 7.165 eV restores it and, at fixed $\ell$, lowers the total by $0.04$ to $1.68\ \mu\Omega\,$cm. Alternatively, let the barrier top lie 4.5 eV above the Fermi level. Widening the electron film by twice the decay length at that level, 0.18 nm, lowers the total by $0.06$ to $1.66\ \mu\Omega\,$cm. This overstates the change, since states of lower transverse energy decay faster: with the states of the finite well itself the total is $1.68\ \mu\Omega\,$cm. Raising the Fermi energy and lowering the barrier both reduce the same electron deficit, so their effects overlap and must not be added. Each is several times the surface term of the Gaussian example with $\xi=2$ nm, which is thus meaningful as a difference within the model but not resolved by the absolute total.

Thermal smearing at 300 K, with $\ell$ fixed, leaves $1.723\ \mu\Omega\,$cm. Level broadening reaches 0.58 of the subband spacing, in the second subband and almost entirely from bulk scattering, so neglecting coherence between subbands is a marginal approximation. Real films also have grain boundaries. If boundaries normal to the current, randomly spaced with mean distance $L=20$ nm, reflect with probability $R=0.2$, treating reversals as independent events adds a relaxation rate $2Rv_Fu/L$ at direction cosine $u$ and raises the bulk resistivity by a factor of about 1.6. With the boundaries fixed in place and bulk scattering that is isotropic and conserves particles locally, electrons return repeatedly to the same boundary and the classical factor is about 1.7. Either increase is far more than the surface term found here.

\section*{Calculated quantities}
\begin{verbatim}
Fermi energy 7.0 eV, kF 13.555 1/nm
thickness 5.0 nm, open subbands 21
roughness rms 0.030 nm, correlation length 2.0 nm
bulk mean free path 40.0 nm, temperature 300 K
kF*xi 27.11 (dimensionless)
rate 4->9 by golden rule 1.7116e-04 1/fs
rate 9->4 by golden rule 1.7116e-04 1/fs
rate 4<->9 by Bessel formula 1.7117e-04 1/fs
angle test: 768 states, thickness 1.5 nm, xi 1.0 nm
angle test spectrum error 2.4e-13 (relative)
angle test solution error 4.6e-15 (relative)
n=1: k 13.540 1/nm, lambda 35617.29 nm, no in-scatter 26999.40 nm
n=2: k 13.496 1/nm, lambda 14881.64 nm, no in-scatter 6314.15 nm
n=5: k 13.186 1/nm, lambda 8886.55 nm, no in-scatter 669.11 nm
n=10: k 12.010 1/nm, lambda 7128.81 nm, no in-scatter 70.38 nm
n=15: k 9.742 1/nm, lambda 5463.65 nm, no in-scatter 16.31 nm
n=21: k 3.103 1/nm, lambda 1088.81 nm, no in-scatter 1.22 nm
slowest current relaxation time 17881.88 fs
fastest current relaxation time 10.807 fs
condition number 1654.7
linear-system residual 2.4e-14 (relative)
surface current share of n<=5: 52.3 %
surface-only sheet conductance 2055718.9 e^2/h
surface-only resistivity 0.006 uohm cm
same without in-scattering 0.025 uohm cm
bulk-only film resistivity 1.714 uohm cm
sum of the two 1.721 uohm cm
total resistivity, coupled solution 1.723 uohm cm
white-noise formula, surface only 21.115 uohm cm
white-noise correction coefficient 65.36 1/nm^2
xi 0.004 nm: conductance excess 1.0461e-03 (relative)
xi 0.002 nm: conductance excess 2.6148e-04 (relative)
thick-film wall loss 1.8363e-04, phase average 1.8417e-04
d 3 nm: surface 0.011, total 1.772 uohm cm
d 5 nm: surface 0.006, total 1.723 uohm cm
d 8 nm: surface 0.003, total 1.697 uohm cm
largest loss per wall hit 0.965 (subband 21)
4 kz^2 rms^2 at top subband 0.627; at rms 0.2 nm 27.9
total with saturated wall loss 1.721 uohm cm
total with 300 K smearing 1.723 uohm cm
barrier 4.5 eV: spill-out width 0.184 nm, total 1.660 uohm cm
film/bulk electron density 0.9655
neutral-film Fermi energy 7.165 eV, total 1.683 uohm cm
max broadening/spacing: surface 0.315, with bulk 0.576
grains 20 nm, reflection 0.2: bulk factor 1.58
\end{verbatim}
